# Ewald summation of the $r^{-6}$ dispersion energy, forces and pressure: test program

```python
# Ewald sum for E = -1/2 sum_ij sum'_T C_ij/|r_ij+T|^6 per cell (Hartree atomic units).
# Symbols: V cell volume, T lattice and k reciprocal vectors, beta splitting parameter,
# a = beta r, b = k/(2 beta), W(k) = sum_ij C_ij cos(k.r_ij).
# Result under test: E = E_real + E_rec + E_0 + E_self with
#  E_real = -1/2 sum' C g(a)/r^6,  g = exp(-a^2)(1+a^2+a^4/2)
#  E_rec  = -pi^1.5 beta^3/(2V) sum_{k!=0} f(b) W(k),
#           f = [(1-2b^2)exp(-b^2) + 2 sqrt(pi) b^3 erfc(b)]/3
#  E_0    = -pi^1.5 beta^3/(6V) sum_ij C_ij,   E_self = beta^6/12 sum_i C_ii
# plus forces, pressure, truncation errors (Rc = p/beta, kc = 2 beta p) and cost.
# Reference: bare r^-6 sum over parallelepipeds |n|<=M, extrapolated in L = M+1/2.
import numpy as np
import sympy as sp
from scipy.special import erfc, gammainc
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

pi = np.pi
EV = pc['Hartree energy in eV'][0]
GPA = pc['Hartree energy'][0] / pc['Bohr radius'][0]**3 / 1e9
g = lambda a: np.exp(-a*a)*(1 + a*a + a**4/2)
h = lambda a: np.exp(-a*a)*(1 + a*a + a**4/2 + a**6/6)
f = lambda b: ((1 - 2*b*b)*np.exp(-b*b) + 2*np.sqrt(pi)*b**3*erfc(b))/3
fp = lambda b: -2*b*(np.exp(-b*b) - np.sqrt(pi)*b*erfc(b))
real_tail = lambda be, p: 4*pi*be**3*(np.exp(-p*p)*(1/(3*p**3) + 1/(3*p))
                                      - np.sqrt(pi)*erfc(p)/12)
rel = lambda x, y: abs(x - y)/abs(y)

def vectors(A, R):
    m = np.ceil(R*np.linalg.norm(np.linalg.inv(A), axis=0)).astype(int)
    n = np.stack(np.meshgrid(*[np.arange(-q, q+1) for q in m], indexing='ij'), -1)
    x = n.reshape(-1, 3) @ A
    return x[np.sum(x*x, 1) <= R*R]

def beta_opt(A, N):
    return np.sqrt(pi)*(N/np.linalg.det(A)**2)**(1/6)

def ewald(A, pos, spec, Cs, be, p=6.5):
    N, V = len(pos), abs(np.linalg.det(A))
    C = Cs[np.ix_(spec, spec)]
    Rc = p/be
    span = np.max(np.linalg.norm(pos[:, None] - pos[None], axis=2))
    T = vectors(A, Rc + span)
    Er = PVr = 0.0
    F = np.zeros((N, 3)); nreal = 0
    for i in range(N):
        d = (pos[i] - pos)[:, None, :] + T[None]
        r2 = np.sum(d*d, 2)
        keep = (r2 > 1e-12) & (r2 <= Rc*Rc)
        c = np.broadcast_to(C[i][:, None], r2.shape)[keep]
        r = np.sqrt(r2[keep]); nreal += len(r)
        Er += -0.5*np.sum(c*g(be*r)/r**6)
        PVr += -np.sum(c*h(be*r)/r**6)
        F[i] += -6*((c*h(be*r)/r**8) @ d[keep])
    k = vectors(2*pi*np.linalg.inv(A).T, 2*be*p)
    k = k[np.sum(k*k, 1) > 1e-14]
    b = np.linalg.norm(k, axis=1)/(2*be)
    ph = np.exp(1j*(k @ pos.T))
    S = np.stack([ph[:, spec == s].sum(1) for s in range(len(Cs))], 1)
    lam, U = np.linalg.eigh(Cs)
    W = np.abs(S @ U)**2 @ lam
    pref = -pi**1.5*be**3/(2*V)
    sines = np.imag(ph*np.conj((S @ Cs)[:, spec]))
    F += 2*pref*((sines*f(b)[:, None]).T @ k)
    o = dict(real=Er, rec=pref*np.sum(f(b)*W), zero=-pi**1.5*be**3/(6*V)*C.sum(),
             self=be**6/12*np.trace(C), F=F, nreal=nreal, nk=len(k))
    o['E'] = o['real'] + o['rec'] + o['zero'] + o['self']
    o['Pr'], o['Pk'], o['P0'] = PVr/V, pref*np.sum((f(b) + b*fp(b)/3)*W)/V, o['zero']/V
    o['P'] = o['Pr'] + o['Pk'] + o['P0']
    return o

Ms = np.array([8, 10, 12, 14, 17, 20])
ax = np.arange(-20, 21)
cells = np.stack(np.meshgrid(ax, ax, ax, indexing='ij'), -1).reshape(-1, 3)
shell = np.max(np.abs(cells), 1)
x_ = 8.5/(Ms + 0.5)
extrap = np.linalg.inv(np.stack([x_**q for q in (0, 3, 5, 7, 9, 11)], 1))[0]

def direct_pair(A, x, kernel):
    fr = x @ np.linalg.inv(A)
    d = (fr - np.round(fr)) @ A + cells @ A
    r2 = np.sum(d*d, 1)
    keep = r2 > 1e-12
    return extrap @ np.cumsum(np.bincount(shell[keep], kernel(r2[keep])))[Ms]

def direct(A, pos, spec, Cs):
    E = 0.0
    for i in range(len(pos)):
        for j in range(i, len(pos)):
            w = 0.5 if i == j else 1.0
            E -= w*Cs[spec[i], spec[j]]*direct_pair(A, pos[i] - pos[j], lambda s: s**-3.0)
    return E

# ---- symbolic and quadrature tests of the split and of the transform
a_, B_, r_, k_ = sp.symbols('a B r k', positive=True)
gs = sp.exp(-a_**2)*(1 + a_**2 + a_**4/2)
hs = gs + sp.exp(-a_**2)*a_**6/6
fs = ((1 - 2*a_**2)*sp.exp(-a_**2) + 2*sp.sqrt(sp.pi)*a_**3*sp.erfc(a_))/3
psi = gs.subs(a_, B_*r_)/r_**6
identities = [sp.diff(psi, B_) + B_**5*sp.exp(-B_**2*r_**2),
              sp.diff(psi, r_) + 6*hs.subs(a_, B_*r_)/r_**7,
              sp.diff(B_**3*fs.subs(a_, k_/(2*B_)), B_) - B_**2*sp.exp(-k_**2/(4*B_**2))]
for e in identities:
    for v in [(1, 2, 3), (7, 5, 2), (4, 9, 11)]:
        sub = dict(zip((B_, r_, k_), [sp.Rational(q, 5) for q in v]))
        assert abs(e.subs(sub).evalf(40)) < 1e-25
taylor = [sp.diff(1 - gs, a_, n).subs(a_, 0)/sp.factorial(n) for n in range(1, 7)]
assert taylor == [0, 0, 0, 0, 0, sp.Rational(1, 6)]
k3 = float(sp.pi**sp.Rational(3, 2)*sp.diff(fs, a_, 3).subs(a_, 0)/48)
k3_power = float(sp.pi**sp.Rational(3, 2)/8*sp.gamma(-sp.Rational(3, 2))/sp.gamma(3))
assert rel(k3, k3_power) < 1e-12 and sp.diff(fs, a_).subs(a_, 0) == 0
for be, r in [(0.3, 2.0), (0.3, 7.0), (1.0, 2.5)]:
    up = quad(lambda s: s**5*np.exp(-s*s*r*r), be, be + 10/r, epsabs=0, epsrel=1e-12)[0]
    assert rel(g(be*r)/r**6, up) < 1e-10
xg, wg = np.polynomial.legendre.leggauss(16)
rq = (np.arange(800)[:, None]*0.5 + 0.25*(xg + 1)).ravel()
wq = np.tile(0.25*wg, 800)
for be in (0.7, 1.0):
    phi = gammainc(3, (be*rq)**2)/rq**6
    ft0 = 4*pi*np.sum(wq*rq**2*phi) + 4*pi/(3*400.0**3)
    assert rel(pi**1.5*be**3/3, ft0) < 1e-10
    for kk in (1.0, 2.0, 4.0):
        ft = 4*pi/kk*np.sum(wq*rq*phi*np.sin(kk*rq))
        assert rel(pi**1.5*be**3*f(kk/(2*be)), ft) < 1e-8
for b in (0.3, 1.0, 3.0, 6.0):
    assert 0 < f(b) <= np.exp(-b*b)/(2*b*b)
    assert rel(fp(b), (f(b + 1e-4) - f(b - 1e-4))/2e-4) < 1e-5
print(f"|k|^3 coefficient of transform = {k3:.8f} (dimensionless)")

# ---- A: fcc lattice
edge, C6 = 10.0, 100.0
Af = edge/2*np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
Vf, dnn = abs(np.linalg.det(Af)), edge/np.sqrt(2)
p1, s1, Cf = np.zeros((1, 3)), np.array([0]), np.array([[C6]])
b0 = beta_opt(Af, 1)
Ed = direct(Af, p1, s1, Cf)
print(f"A fcc: edge={edge} bohr, C6={C6} Eh bohr^6, V={Vf:.1f} bohr^3, d={dnn:.6f} bohr")
print(f"A beta0 = {b0:.6f} 1/bohr; reference cutoff parameter p = 6.5")
lacking = []
for m in (0.5, 1.0, 2.0):
    o = ewald(Af, p1, s1, Cf, m*b0)
    assert rel(o['E'], Ed) < 1e-9 and rel(o['P'], 2*Ed/Vf) < 1e-9
    lacking.append(o['E'] - o['zero'])
    print(f"A beta={m*b0:.6f} 1/bohr: real {o['real']:.9e}  rec {o['rec']:.9e} Eh")
    print(f"   k=0 {o['zero']:.9e}  self {o['self']:.9e}  total {o['E']:.11e} Eh")
assert np.ptp(lacking) > abs(Ed)
o = ewald(Af, p1, s1, Cf, b0); EA = o['E']
print("A totals without k=0 term: " + " ".join(f"{e:.5e}" for e in lacking) + " Eh")
print(f"A direct extrapolated E = {Ed:.11e} Eh, rel. diff {rel(EA, Ed):.1e}")
print(f"A E = {EA*EV:.6f} eV/atom; lattice sum sum'(d/r)^6 = {-2*EA*dnn**6/C6:.8f}")
print(f"A first shell (12 at d): a={b0*dnn:.6f}, g={g(b0*dnn):.6f}, "
      f"E={-6*C6*g(b0*dnn)/dnn**6:.6e} Eh")
kk = 2*pi*np.sqrt(3)/edge
print(f"A first k shell (8): k={kk:.6f} 1/bohr, b={kk/(2*b0):.6f}, f={f(kk/(2*b0)):.6e}, "
      f"E={-4*pi**1.5*b0**3/Vf*C6*f(kk/(2*b0)):.6e} Eh")
print(f"A P real {o['Pr']:.6e} rec {o['Pk']:.6e} k=0 {o['P0']:.6e} Eh/bohr^3")
print(f"A P = {o['P']:.8e}, 2E/V = {2*Ed/Vf:.8e} Eh/bohr^3; P = {o['P']*GPA:.5f} GPa")
for p in (2.0, 3.0, 4.0, 5.0):
    t = ewald(Af, p1, s1, Cf, b0, p)
    est = 0.5*C6/Vf*real_tail(b0, p) + 0.5*C6*b0**6*erfc(p)
    assert 0 < t['E'] - EA < 10*est    # factor 10 allows for discrete shells
    print(f"A p={p}: Rc={p/b0:.3f} bohr, kc={2*b0*p:.4f} 1/bohr, nT={t['nreal']}, nk={t['nk']}, "
          f"err={t['E']-EA:.2e}, est={est:.2e} Eh")
for R in (5/b0, 101.0):
    r2 = np.sum(vectors(Af, R)**2, 1); r2 = r2[r2 > 0]
    miss, tail = EA + 0.5*C6*np.sum(r2**-3.0), -2*pi*C6/(3*Vf*R**3)
    print(f"A plain cutoff R={R:.3f} bohr: n={len(r2)}, missing {miss:.4e}, tail {tail:.4e} Eh")
assert rel(tail, miss) < 0.05
base = edge*np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
cost = {}
for m in (1, 2, 4):
    sh = edge*np.array([(i, j, l) for i in range(m) for j in range(m) for l in range(m)], float)
    ps = (sh[:, None] + base[None]).reshape(-1, 3); N = len(ps)
    As, ss = m*edge*np.eye(3), np.zeros(N, int)
    t = ewald(As, ps, ss, Cf, beta_opt(As, N), 4.0)
    cost[N] = t['nreal'] + N*t['nk']
    assert rel(t['E']/N, Ed) < 2e-6
    if m == 2:
        for s in (0.7, 1.4):
            u = ewald(As, ps, ss, Cf, s*beta_opt(As, N), 4.0)
            assert u['nreal'] + N*u['nk'] > cost[N]
    print(f"A cell N={N}, p=4: beta0={beta_opt(As, N):.5f} 1/bohr, E/N={t['E']/N:.8e} Eh, "
          f"terms {t['nreal']}+{N*t['nk']}")
slope = np.log(cost[256]/cost[32])/np.log(8)
assert abs(slope - 1.5) < 0.1
print(f"A enumerated cost exponent N=32->256: {slope:.3f}")

# ---- B: triclinic two-species cell with non-geometric coefficients
At = np.array([[11., 0, 0], [2, 10, 0], [1, 3, 12]]); Vt = abs(np.linalg.det(At))
pt = np.array([[0., 0, 0], [5.5, 2, 5], [3.5, 8, 8.5]]); st = np.array([0, 1, 1])
Ct = np.array([[50., 90], [90, 200]]); bt = beta_opt(At, 3)
Et = direct(At, pt, st, Ct)
step = 1e-3; Ffd = np.zeros((3, 3))
for i in range(3):
    for c in range(3):
        dp = np.zeros((3, 3)); dp[i, c] = step
        Ffd[i, c] = -(direct(At, pt + dp, st, Ct) - direct(At, pt - dp, st, Ct))/(2*step)
for m in (0.5, 2.0, 1.0):
    o = ewald(At, pt, st, Ct, m*bt)
    assert rel(o['E'], Et) < 1e-9 and rel(o['P'], 2*Et/Vt) < 1e-9
    assert np.max(np.abs(o['F'] - Ffd)) < 1e-5*np.max(np.abs(Ffd))
print(f"B cell rows {At.tolist()} bohr, V={Vt:.1f} bohr^3")
print(f"B sites A,B,B {pt.tolist()} bohr")
print(f"B C_AA,C_AB,C_BB = {Ct[0,0]},{Ct[0,1]},{Ct[1,1]} Eh bohr^6; eigenvalues "
      + " ".join(f"{e:.5f}" for e in np.linalg.eigvalsh(Ct)))
print(f"B beta0={bt:.6f} 1/bohr: real {o['real']:.9e}  rec {o['rec']:.9e} Eh")
print(f"   k=0 {o['zero']:.9e}  self {o['self']:.9e}  total {o['E']:.11e} Eh")
print(f"B direct E = {Et:.11e} Eh; E = {o['E']*EV:.6f} eV/cell")
print("B force on A, Ewald: " + " ".join(f"{e:.6e}" for e in o['F'][0]) + " Eh/bohr")
print("B force on A, finite diff.: " + " ".join(f"{e:.6e}" for e in Ffd[0]) + " Eh/bohr")
print(f"B P = {o['P']:.8e}, 2E/V = {2*Et/Vt:.8e} Eh/bohr^3")
# periodic sum of the smooth part against its Fourier series including k = 0
xv = np.array([1.3, -2.1, 0.7])
kv = vectors(2*pi*np.linalg.inv(At).T, 13*bt)
series = pi**1.5*bt**3/Vt*np.sum(f(np.linalg.norm(kv, axis=1)/(2*bt))*np.cos(kv @ xv))
summed = direct_pair(At, xv, lambda s: gammainc(3, bt*bt*s)/s**3)
assert rel(series, summed) < 1e-8
print(f"B sum_T phi(x+T), x={xv.tolist()} bohr: direct {summed:.9e}, Fourier {series:.9e} bohr^-6")
# truncation estimates: quadrature, offset-averaged lattice sum, dense k lattice
pc_ = 3.0
q = quad(lambda r: 4*pi*g(bt*r)/r**4, pc_/bt, 9/bt, epsabs=0, epsrel=1e-12)[0]
assert rel(real_tail(bt, pc_), q) < 1e-9
u = (np.arange(16) + 0.5)/16 - 0.5
off = np.stack(np.meshgrid(u, u, u, indexing='ij'), -1).reshape(-1, 3) @ At
rr = np.linalg.norm(off[:, None] + vectors(At, 5.5/bt + 15)[None], axis=2)
rr = rr[rr > pc_/bt]
assert rel(np.sum(g(bt*rr)/rr**6)/len(off), real_tail(bt, pc_)/Vt) < 0.05
big = np.diag([60., 63., 67.])
bb = np.linalg.norm(vectors(2*pi*np.linalg.inv(big), 11*b0), axis=1)/(2*b0)
ksum = pi**1.5*b0**3/(2*np.linalg.det(big))*np.sum(f(bb[bb > pc_]))
kint = 2*b0**6/np.sqrt(pi)*quad(lambda b: b*b*f(b), pc_, 7, epsabs=0, epsrel=1e-9)[0]
assert rel(ksum, kint) < 0.1 and 0.5 < kint/(0.5*b0**6*erfc(pc_)) < 1
print(f"k tail/C at p=3, beta0 of A: sum {ksum:.4e}, integral {kint:.4e}, "
      f"bound {0.5*b0**6*erfc(pc_):.4e} bohr^-6")

# ---- C: disordered configuration
L, Nf, dmin = 20.0, 16, 6.5
rng = np.random.default_rng(1); pts = []
while len(pts) < Nf:
    x = rng.random(3)*L
    if all(np.linalg.norm((x - y) - L*np.round((x - y)/L)) > dmin for y in pts):
        pts.append(x)
pts = np.array(pts); Ac, sc = L*np.eye(3), np.zeros(Nf, int)
bc = beta_opt(Ac, Nf)
o = ewald(Ac, pts, sc, Cf, bc); Ec = direct(Ac, pts, sc, Cf)
assert rel(o['E'], Ec) < 1e-9 and rel(o['P'], 2*Ec/L**3) < 1e-9
dd = pts[:, None] - pts[None]; dd -= L*np.round(dd/L)
r2 = np.sum(dd*dd, 2); r2 = r2[(r2 > 0) & (r2 < L*L/4)]
Ecut = -0.5*C6*np.sum(r2**-3.0); Etail = -2*pi*Nf**2*C6/(3*L**3*(L/2)**3)
assert abs(Ecut + Etail - Ec) < abs(Ecut - Ec)
print(f"C N={Nf}, L={L} bohr, min distance {dmin} bohr, C6={C6} Eh bohr^6, beta0={bc:.6f} 1/bohr")
print(f"C real {o['real']:.7e} rec {o['rec']:.7e} k=0 {o['zero']:.7e} self {o['self']:.7e} Eh")
print(f"C Ewald E = {o['E']:.10e}, direct E = {Ec:.10e} Eh; {o['E']/Nf*EV:.6f} eV/particle")
print(f"C cutoff L/2: E = {Ecut:.6e} Eh, uniform tail = {Etail:.6e} Eh")
print(f"C rel. error: cutoff {rel(Ecut, Ec):.4f}, cutoff+tail {rel(Ecut + Etail, Ec):.4f}")
print("PASS")
```

Printed output:

```
|k|^3 coefficient of transform = 0.82246703 (dimensionless)
A fcc: edge=10.0 bohr, C6=100.0 Eh bohr^6, V=250.0 bohr^3, d=7.071068 bohr
A beta0 = 0.281360 1/bohr; reference cutoff parameter p = 6.5
A beta=0.140680 1/bohr: real -4.812622043e-03  rec -2.285546725e-10 Eh
   k=0 -1.033542556e-03  self 6.459640975e-05  total -5.78156841750e-03 Eh
A beta=0.281360 1/bohr: real -1.177244865e-03  rec -4.701533280e-04 Eh
   k=0 -8.268340448e-03  self 4.134170224e-03  total -5.78156841750e-03 Eh
A beta=0.562719 1/bohr: real -9.078614811e-08  rec -2.042216484e-01 Eh
   k=0 -6.614672358e-02  self 2.645868943e-01  total -5.78156841750e-03 Eh
A totals without k=0 term: -4.74803e-03 2.48677e-03 6.03652e-02 Eh
A direct extrapolated E = -5.78156841749e-03 Eh, rel. diff 2.0e-12
A E = -0.157324 eV/atom; lattice sum sum'(d/r)^6 = 14.45392104
A first shell (12 at d): a=1.989512, g=0.244298, E=-1.172633e-03 Eh
A first k shell (8): k=1.088280 1/bohr, b=1.933966, f=2.010910e-03, E=-3.990453e-04 Eh
A P real -1.707564e-05 rec 3.896456e-06 k=0 -3.307336e-05 Eh/bohr^3
A P = -4.62525473e-05, 2E/V = -4.62525473e-05 Eh/bohr^3; P = -1.36080 GPa
A p=2.0: Rc=7.108 bohr, kc=1.1254 1/bohr, nT=12, nk=8, err=7.57e-05, est=2.91e-04 Eh
A p=3.0: Rc=10.663 bohr, kc=1.6882 1/bohr, nT=18, nk=14, err=7.94e-07, est=1.22e-06 Eh
A p=4.0: Rc=14.217 bohr, kc=2.2509 1/bohr, nT=54, nk=58, err=5.05e-11, est=8.13e-10 Eh
A p=5.0: Rc=17.771 bohr, kc=2.8136 1/bohr, nT=86, nk=112, err=2.24e-14, est=7.93e-14 Eh
A plain cutoff R=17.771 bohr: n=86, missing -1.5940e-04, tail -1.4928e-04 Eh
A plain cutoff R=101.000 bohr: n=17356, missing -8.0872e-07, tail -8.1312e-07 Eh
A cell N=4, p=4: beta0=0.22332 1/bohr, E/N=-5.78156816e-03 Eh, terms 344+368
A cell N=32, p=4: beta0=0.15791 1/bohr, E/N=-5.78156823e-03 Eh, terms 7936+8192
A cell N=256, p=4: beta0=0.11166 1/bohr, E/N=-5.78156839e-03 Eh, terms 196096+192000
A enumerated cost exponent N=32->256: 1.530
B cell rows [[11.0, 0.0, 0.0], [2.0, 10.0, 0.0], [1.0, 3.0, 12.0]] bohr, V=1320.0 bohr^3
B sites A,B,B [[0.0, 0.0, 0.0], [5.5, 2.0, 5.0], [3.5, 8.0, 8.5]] bohr
B C_AA,C_AB,C_BB = 50.0,90.0,200.0 Eh bohr^6; eigenvalues 7.84625 242.15375
B beta0=0.194046 1/bohr: real -6.295572800e-03  rec -3.123904070e-04 Eh
   k=0 -6.215792426e-03  self 2.001954848e-03  total -1.08218007859e-02 Eh
B direct E = -1.08218007859e-02 Eh; E = -0.294476 eV/cell
B force on A, Ewald: 5.587334e-04 -5.118686e-04 -1.114394e-03 Eh/bohr
B force on A, finite diff.: 5.587334e-04 -5.118687e-04 -1.114394e-03 Eh/bohr
B P = -1.63966679e-05, 2E/V = -1.63966679e-05 Eh/bohr^3
B sum_T phi(x+T), x=[1.3, -2.1, 0.7] bohr: direct 1.222722229e-05, Fourier 1.222722229e-05 bohr^-6
k tail/C at p=3, beta0 of A: sum 4.4597e-09, integral 4.4383e-09, bound 5.4796e-09 bohr^-6
C N=16, L=20.0 bohr, min distance 6.5 bohr, C6=100.0 Eh bohr^6, beta0=0.140680 1/bohr
C real -2.6845883e-02 rec -6.8076578e-05 k=0 -8.2683404e-03 self 1.0335426e-03 Eh
C Ewald E = -3.4148757303e-02, direct E = -3.4148757303e-02 Eh; -0.058077 eV/particle
C cutoff L/2: E = -2.729468e-02 Eh, uniform tail = -6.702064e-03 Eh
C rel. error: cutoff 0.2007, cutoff+tail 0.0045
PASS
```
